Cooling coefficient and temperature bound of a three-level absorption refrigerator, part 1

(Sections cited here and not found follow in the second part.)

## Part one: why the coefficient is a ratio of frequencies

A three-level atom placed between baths at 30, 50 and 250 mK draws 0.1151 aW from the coldest bath and 0.2878 aW from the hottest. The quotient of these heat currents is 0.400, although the second law would allow a refrigerator working between these three temperatures a quotient of up to 1.2. The value 0.400 is also the quotient of two transition frequencies of the atom, 2 GHz and 5 GHz. The temperatures and the coupling strengths, which fix the size of each current, have dropped out of the quotient. The temperatures return in a different question, which is whether the atom cools at all.

The atom has levels 1, 2 and 3 with energies

E₁ = 0, E₂ = hν_c, E₃ = h(ν_c + ν_w).

The transition 1–3 therefore has the frequency

ν_h = ν_c + ν_w,

which is 7 GHz in the example. The cold bath, at temperature T_c, drives the transition 1–2. The work bath, at T_w, drives 2–3. The hot bath, at T_h, drives 1–3. The temperatures are ordered as T_c < T_h < T_w, so the work bath is the hottest of the three and the "hot" bath is the intermediate one, into which the waste heat goes. The work bath supplies heat, not mechanical work; it is named after the part it plays, which is to pay for the cooling. The transitions are called ideal when each bath drives its own transition and no other, and when the atom has no further channel of loss.

A heat current Q_i is counted as positive when energy flows from bath i into the atom. The machine cools when Q_c > 0, and its cooling coefficient is then Q_c/Q_w. The result of this first part is that Q_c/Q_w = ν_c/ν_w in the steady state, provided that the currents do not vanish.

The rates come first. Consider one bath and its transition, with lower level l, upper level u and frequency ν. The bath is a continuum of harmonic modes q with frequencies ν_q and annihilation operators b_q, coupled to the atom by

V = Σ_q g_q (b_q + b_q†)(|u⟩⟨l| + |l⟩⟨u|),

where the g_q are real energies. The coupling is taken to be weak, and the bath to lose its memory quickly compared with the time between transitions. Fermi's golden rule then applies. When the atom goes up, one quantum is removed from a mode that holds n_q quanta, and the squared matrix element is g_q²n_q. When the atom goes down, one quantum is added, and the squared matrix element is g_q²(n_q + 1). Energy conservation selects modes with ν_q = ν. With

γ = (2π/ħ) Σ_q g_q² δ(hν_q − hν),

the rates are

upward: γn, downward: γ(n + 1),

where n is the thermal mean of n_q at the transition frequency.

To find n, write x = hν/(kT) and y = e^(−x). The probability of m quanta in the mode is (1 − y)yᵐ, because successive states differ in energy by hν and the probabilities add up to one. Differentiating the geometric series Σ yᵐ = 1/(1 − y) and multiplying by y gives Σ m yᵐ = y/(1 − y)². Hence

n = (1 − y) · y/(1 − y)² = y/(1 − y) = 1/(eˣ − 1).

It follows that n + 1 = eˣ/(eˣ − 1), and therefore

(upward rate)/(downward rate) = n/(n + 1) = e^(−hν/kT).

This is detailed balance for a single transition: a bath acting alone would bring its two levels to the Boltzmann ratio at its own temperature. At zero temperature the upward rate vanishes and the downward rate is γ, so γ is the rate of spontaneous decay.

Write k_ab for the rate from level a to level b. In the example γ/2π is 1, 2 and 3 MHz for the cold, work and hot baths, which makes γ equal to 6.283, 12.566 and 18.850 per µs. One gigahertz corresponds to h·(1 GHz)/k = 47.99 mK, so that the cold transition has x = 47.99 · 2/30 = 3.1995 and n = 0.04252. The work transition has x = 0.9598 and n = 0.6206, and the hot transition has x = 6.7189 and n = 0.001209. The six rates, in 1/µs, are

k₁₂ = 0.26714, k₂₁ = 6.55033,
k₂₃ = 7.79890, k₃₂ = 20.36527,
k₁₃ = 0.02279, k₃₁ = 18.87235.

The first, for instance, is 6.2832 · 0.042517, and the second is larger than it by 6.2832, the spontaneous part.

Rates describe populations, but a quantum state also has coherences between levels, and it has to be shown that these do not take part. Let the atom be in a state |ψ⟩ and let a short time dt pass. Either a quantum is exchanged with a bath or none is. The bath is left in orthogonal states in the different cases, since a quantum has been added to it, removed from it, or neither, and the three baths are independent. The outcomes therefore combine as probabilities, not as amplitudes. An exchange leaves the atom in a definite level: absorption on the transition l–u has probability k_lu |⟨l|ψ⟩|² dt and leaves the atom in |u⟩. If no quantum is exchanged, the amplitude of each level a shrinks by the factor 1 − Γ_a dt/2, where Γ_a is the total rate out of that level; its square then loses the fraction Γ_a dt, as conservation of probability demands.

Averaging over the outcomes gives the master equation for the density matrix ρ,

dρ/dt = −(i/ħ)[H, ρ] + D_c[ρ] + D_w[ρ] + D_h[ρ],

where H is the Hamiltonian of the atom with the level energies given above. Each bath contributes a term of the form

D[ρ] = k_lu ( |u⟩⟨l|ρ|l⟩⟨u| − ½|l⟩⟨l|ρ − ½ρ|l⟩⟨l| )
 + k_ul ( |l⟩⟨u|ρ|u⟩⟨l| − ½|u⟩⟨u|ρ − ½ρ|u⟩⟨u| ).

The argument treats the addition and the removal of a quantum as distinguishable events. That requires the atom to oscillate many times between exchanges, which is the secular condition. Here 2πν_c is about 12,600 per µs while the largest rate is about 20 per µs, so the condition is well met. Any small shift of the levels caused by the baths is taken to be included in the frequencies ν.

The term |u⟩⟨l|ρ|l⟩⟨u| equals ρ_ll |u⟩⟨u|, which is diagonal, and the corresponding downward term is diagonal too. An off-diagonal element is therefore touched by the remaining terms alone:

dρ_ab/dt = −[ i(E_a − E_b)/ħ + ½(Γ_a + Γ_b) ] ρ_ab, for a ≠ b.

Every Γ_a is positive, so every coherence decays to zero, and none is created from populations. Conversely, no coherence enters the equations for the populations p_a = ρ_aa, which read

dp₁/dt = −(k₁₂ + k₁₃)p₁ + k₂₁p₂ + k₃₁p₃,
dp₂/dt = k₁₂p₁ − (k₂₁ + k₂₃)p₂ + k₃₂p₃,
dp₃/dt = k₁₃p₁ + k₂₃p₂ − (k₃₁ + k₃₂)p₃.

It is useful to group the terms into net flows, one for each transition, all counted in the sense 1→2→3→1:

J₁₂ = k₁₂p₁ − k₂₁p₂,
J₂₃ = k₂₃p₂ − k₃₂p₃,
J₃₁ = k₃₁p₃ − k₁₃p₁.

The population equations become

dp₁/dt = J₃₁ − J₁₂, dp₂/dt = J₁₂ − J₂₃, dp₃/dt = J₂₃ − J₃₁.

In the steady state the left sides vanish, and the three flows are equal:

J₁₂ = J₂₃ = J₃₁ = J.

The levels form a single ring, and what enters a level along one side must leave along the other.

The heat currents follow from the energy balance of the atom. The mean energy is Tr(Hρ), and its time derivative contains Tr(H[H, ρ]), which is zero because the trace is unchanged by cyclic permutation. What remains is a sum over baths, and each term is the energy received from one bath per unit time:

Q_i = Tr(H D_i[ρ]).

This identification leaves out the energy stored in the coupling itself, which is consistent with weak coupling. The diagonal elements of D_i[ρ] are the net upward flow at the upper level and minus that flow at the lower level, so Q_i is the energy difference of the two levels times the net upward flow. On 1–2 and 2–3 the upward direction agrees with the sense of J; on 1–3 it is opposite. Hence

Q_c = hν_c J, Q_w = hν_w J, Q_h = −hν_h J.

The sum is zero because ν_h = ν_c + ν_w, as energy conservation requires of a stationary atom. Dividing the first current by the second gives

Q_c/Q_w = ν_c/ν_w, if J ≠ 0.

Neither the values of the rates nor detailed balance has been used in this last step. The ratio depends on the ring alone: each time one quantum hν_c is taken from the cold bath, on balance, one quantum hν_w is taken from the work bath and one quantum hν_h is given to the hot bath. Individual events may run backwards, and many do, but a backward event subtracts from the balance in the same proportions once the ring is closed. The baths could be replaced by others with different rates, and the ratio would stand as long as each bath kept to its own transition.

The size and the sign of J do depend on the rates, and for them the stationary populations are needed. Setting the first two population equations to zero gives

(k₁₂ + k₁₃)p₁ = k₂₁p₂ + k₃₁p₃,
(k₂₁ + k₂₃)p₂ = k₁₂p₁ + k₃₂p₃.

Multiply the first by (k₂₁ + k₂₃) and replace (k₂₁ + k₂₃)p₂ on its right side by means of the second:

(k₁₂ + k₁₃)(k₂₁ + k₂₃)p₁ = k₂₁(k₁₂p₁ + k₃₂p₃) + k₃₁(k₂₁ + k₂₃)p₃.

The product k₁₂k₂₁p₁ occurs on both sides and cancels. What is left is W₃p₁ = W₁p₃, with

W₁ = k₂₁k₃₂ + k₂₁k₃₁ + k₂₃k₃₁,
W₃ = k₁₂k₂₃ + k₁₃k₂₁ + k₁₃k₂₃.

In the same way, multiply the second equation by (k₁₂ + k₁₃) and use the first to replace (k₁₂ + k₁₃)p₁:

(k₂₁ + k₂₃)(k₁₂ + k₁₃)p₂ = k₁₂(k₂₁p₂ + k₃₁p₃) + k₃₂(k₁₂ + k₁₃)p₃.

After the same cancellation W₃p₂ = W₂p₃, with

W₂ = k₁₂k₃₁ + k₁₂k₃₂ + k₁₃k₃₂.

The populations are thus proportional to W₁, W₂ and W₃, and since they add up to one,

p_a = W_a/D, D = W₁ + W₂ + W₃.

All nine products in D are positive, so there is one stationary state and each level is populated in it.

With these populations the flow on 1–2 is J = (k₁₂W₁ − k₂₁W₂)/D. Written out, the two terms are

k₁₂W₁ = k₁₂k₂₁k₃₂ + k₁₂k₂₁k₃₁ + k₁₂k₂₃k₃₁,
k₂₁W₂ = k₂₁k₁₂k₃₁ + k₂₁k₁₂k₃₂ + k₂₁k₁₃k₃₂.

Two products are common to both lines and cancel in the difference, so that

J = (k₁₂k₂₃k₃₁ − k₂₁k₃₂k₁₃)/D.

The first product belongs to a passage around the ring in the cooling sense, the second to a passage in the opposite sense.

For the example, W₁ = 404.20, W₂ = 10.95 and W₃ = 2.41, all in 1/µs², so that D = 417.56 and the populations are 0.9680, 0.0262 and 0.0058. The forward product is 39.32 and the backward product is 3.04, both in 1/µs³. Therefore

J = (39.32 − 3.04)/417.56 = 0.0869 per µs,

or about 87,000 net cycles per second. The cold bath loses hν_cJ = 6.626×10⁻³⁴ · 2×10⁹ · 8.688×10⁴ W = 0.115 aW. The work bath loses 5/2 times as much, 0.288 aW, and the hot bath receives the sum, 0.403 aW. The same currents result when the master equation for the full density matrix, coherences included, is solved numerically and Tr(H D_i[ρ]) is evaluated; their quotient is 0.400000.

The steady state is also reached from any initial state. Let δ₁ and δ₂ be the deviations of p₁ and p₂ from their stationary values; the deviation of p₃ is −δ₁ − δ₂. Then

dδ₁/dt = −(k₁₂ + k₁₃ + k₃₁)δ₁ + (k₂₁ − k₃₁)δ₂,
dδ₂/dt = (k₁₂ − k₃₂)δ₁ − (k₂₁ + k₂₃ + k₃₂)δ₂.

The trace of this two-by-two matrix is −S, where S is the sum of the six rates. In its determinant the products k₁₂k₂₁ and k₃₁k₃₂ cancel, and the nine products of D remain. The solutions vary as e^(λt) with λ² + Sλ + D = 0, and because S and D are both positive, both roots have a negative real part. With S = 53.88 per µs the slower root is −9.39 per µs. The coherence between levels 1 and 2 decays more slowly still, at ½(Γ₁ + Γ₂) = ½(0.290 + 14.349) = 7.32 per µs, and it sets the longest relaxation time, 0.137 µs. The mean currents stand in the frequency ratio only once the deviations of the flows are small compared with J, which is itself much smaller than most of the rates. If the atom starts in level 2 or 3, the quotient is still 14 % or 9 % respectively below 0.400 after five times 0.137 µs, and within 0.1 % of it after ten. If quanta are counted from a given start, the net numbers exchanged on two transitions can still differ by one, so a quotient of time-averaged currents settles only after many net cycles, that is, over times much longer than 1/J = 11.5 µs. During the transient the three flows differ, and the quotient of the heat currents is not fixed.

With ideal transitions, the steady heat currents from the cold and work baths stand in the ratio ν_c/ν_w whenever J is not zero, whatever the values of the rates. It remains to find when J is positive, so that the atom cools, how the temperatures limit the coefficient, and what changes when the transitions are not ideal.

All numerical values are calculated from the stated model.
